# Why a bridging methyl carbon holds eight valence electrons, not ten: test program

```python
"""
Result under test: a bridging methyl carbon in M2(CH3)6 has five close
neighbours but only four electron pairs (eight electrons) reach it, because
its two metal contacts share one pair.

Model: orthonormal valence tight binding, round parameters, in the rough
regime of trimethylaluminium dimer. Energies in eV, lengths in nm.
P        density matrix (two electrons per occupied orbital)
index    bond index of two atoms, the sum of squared elements of P
delta    energy of a metal lobe minus energy of the carbon lobe
t        strength of the coupling of the carbon lobe to each metal lobe
"""
import numpy as np
from scipy.linalg import eigh

rng = np.random.default_rng(4)

# ---------- geometry ----------
symbols = ["Al", "Al", "C", "C"]
positions = [np.array(v, float) for v in
             [(0.13, 0, 0), (-0.13, 0, 0), (0, 0, 0.17), (0, 0, -0.17)]]
methyls = [(2, np.array([0, 0, 1.0]), np.array([0, 1.0, 0])),
           (3, np.array([0, 0, -1.0]), np.array([0, -1.0, 0]))]
for sx in (1, -1):
    for sy in (1, -1):
        axis = np.array([sx * 0.5, sy * np.sqrt(0.75), 0])
        methyls.append((len(symbols), axis, np.array([0, 0, float(sy)])))
        symbols.append("C")
        positions.append(np.array([sx * 0.13, 0, 0]) + 0.196 * axis)
for carbon, axis, side in methyls:
    other = np.cross(axis, side)
    for phi in 2 * np.pi * np.arange(3) / 3:
        radial = np.cos(phi) * side + np.sin(phi) * other
        symbols.append("H")
        positions.append(positions[carbon]
                         + 0.11 * (axis / 3 + np.sqrt(8) / 3 * radial))
positions = np.array(positions)
n_atoms = len(symbols)
distance = np.linalg.norm(positions[:, None] - positions[None], axis=2)
sizes = [1 if s == "H" else 4 for s in symbols]
starts = np.concatenate(([0], np.cumsum(sizes)[:-1]))
blocks = [slice(a, a + n) for a, n in zip(starts, sizes)]
n_basis = sum(sizes)

# ---------- Hamiltonian ----------
site = {"C": (-19.0, -11.0), "Al": (-10.0, -6.0), "H": (-13.0,)}
ch_ss, ch_sp = -6.0, 7.0
metal_couplings = (-2.5, 3.0, 4.0, -1.0)  # ss, sp, pp sigma, pp pi
reference_length = 0.20


def coupling_block(i, j):
    u = (positions[j] - positions[i]) / distance[i, j]
    if "H" in (symbols[i], symbols[j]):
        ss, sp, sigma, pi = ch_ss, ch_sp, 0.0, 0.0
    else:
        scale = (reference_length / distance[i, j]) ** 2
        ss, sp, sigma, pi = [scale * v for v in metal_couplings]
    full = np.zeros((4, 4))
    full[0, 0] = ss
    full[0, 1:] = sp * u
    full[1:, 0] = -sp * u
    full[1:, 1:] = sigma * np.outer(u, u) + pi * (np.eye(3) - np.outer(u, u))
    return full[:sizes[i], :sizes[j]]


def find_contacts(metal_metal=False):
    limits = {("C", "H"): 0.13, ("Al", "C"): 0.23}
    if metal_metal:
        limits[("Al", "Al")] = 0.27
    return [(i, j) for i in range(n_atoms) for j in range(i + 1, n_atoms)
            if distance[i, j]
            < limits.get(tuple(sorted((symbols[i], symbols[j]))), 0)]


def hamiltonian(metal_metal=False):
    h = np.zeros((n_basis, n_basis))
    for i, s in enumerate(symbols):
        e = site[s]
        h[blocks[i], blocks[i]] = np.diag([e[0]] + [e[-1]] * (sizes[i] - 1))
    for i, j in find_contacts(metal_metal):
        h[blocks[i], blocks[j]] = coupling_block(i, j)
        h[blocks[j], blocks[i]] = coupling_block(i, j).T
    return h


def index(p, i, j):
    return np.sum(p[blocks[i], blocks[j]] ** 2)


def population(p, i):
    return np.trace(p[blocks[i], blocks[i]])


def reaching_orbitals(occupied, block):
    """Rotate occupied orbitals; count those with amplitude in the block."""
    _, _, vt = np.linalg.svd(occupied[block], full_matrices=True)
    rotated = occupied @ vt.T
    assert np.allclose(rotated @ rotated.T, occupied @ occupied.T)
    return int(np.sum(np.linalg.norm(rotated[block], axis=0) > 1e-10))


# ---------- electron budget ----------
contacts = find_contacts()
electrons = sum({"Al": 3, "C": 4, "H": 1}[s] for s in symbols)
pairs = electrons // 2
bridge = 2
neighbours = [j for j in range(n_atoms)
              if j != bridge and distance[bridge, j] < 0.23]
assert sorted(symbols[j] for j in neighbours) == ["Al", "Al", "H", "H", "H"]
bridge_contacts = sum(i < 2 and j in (2, 3) for i, j in contacts)
assert pairs - (len(contacts) - bridge_contacts) == 2

# ---------- general bounds on random determinants ----------
for _ in range(200):
    n_occ = int(rng.integers(4, 11))
    occ = np.linalg.qr(rng.normal(size=(12, 12)))[0][:, :n_occ]
    p = 2 * occ @ occ.T
    n_k = np.linalg.eigvalsh(p[:4, :4])
    total = np.sum(p[:4, 4:] ** 2)
    assert abs(total - np.sum(n_k * (2 - n_k))) < 1e-10
    assert total <= 4 + 1e-10 and np.trace(p[:4, :4]) <= 8 + 1e-10
    assert reaching_orbitals(occ, slice(0, 4)) <= 4

# ---------- full molecule ----------
h_full = hamiltonian()
levels, orbitals = eigh(h_full)
gap = levels[pairs] - levels[pairs - 1]
assert gap > 0.5
occupied = orbitals[:, :pairs]
density = 2 * occupied @ occupied.T
reach = reaching_orbitals(occupied, blocks[bridge])
reach_extra = reaching_orbitals(orbitals[:, :pairs + 1], blocks[bridge])
assert reach == 4 and reach_extra == 4
density_extra = density + 2 * np.outer(orbitals[:, pairs], orbitals[:, pairs])
assert population(density_extra, bridge) <= 8
index_bridge = index(density, 0, bridge)
assert abs(index_bridge - index(density, 1, bridge)) < 1e-8
terminal = next(j for i, j in contacts if i == 0 and j > 3)
index_terminal = index(density, 0, terminal)
index_ch = [index(density, bridge, j) for j in neighbours if symbols[j] == "H"]
index_total = sum(index(density, bridge, j)
                  for j in range(n_atoms) if j != bridge)
assert index_total <= 4
assert 0.35 < index_bridge / index_terminal < 0.65


# ---------- localised orbitals from random starts ----------
def localise(c):
    c = c @ np.linalg.qr(rng.normal(size=(c.shape[1],) * 2))[0]
    for _ in range(150):
        largest = 0.0
        for a in range(c.shape[1]):
            for b in range(a):
                x, y = c[:, a].copy(), c[:, b].copy()
                q = np.add.reduceat(x * y, starts)
                d = np.add.reduceat(x * x - y * y, starts) / 2
                angle = np.arctan2(2 * d @ q, d @ d - q @ q) / 4
                c[:, a] = np.cos(angle) * x + np.sin(angle) * y
                c[:, b] = np.cos(angle) * y - np.sin(angle) * x
                largest = max(largest, abs(angle))
        if largest < 1e-7:
            break
    shares = np.add.reduceat(c * c, starts, axis=0)
    return np.sum(shares ** 2), shares


shares = max((localise(occupied) for _ in range(3)), key=lambda r: r[0])[1]
kinds = ["-".join(sorted(symbols[i] for i in np.where(col > 0.08)[0]))
         for col in shares.T]
kind_counts = {k: kinds.count(k) for k in sorted(set(kinds))}
assert kind_counts == {"C-H": 18, "Al-C": 4, "Al-Al-C": 2}, kind_counts
own = [k for k in range(pairs) if shares[bridge, k] > 0.08]
assert sorted(kinds[k] for k in own) == ["Al-Al-C", "C-H", "C-H", "C-H"]
shared = next(k for k in own if kinds[k] == "Al-Al-C")
tail = 2 * (shares[bridge].sum() - shares[bridge, own].sum())
assert tail < 0.4
count_by_contact = 2 * len(neighbours)
count_by_pair = 2 * len(own)
assert count_by_pair == 8 and count_by_contact - count_by_pair == 2


# ---------- three-orbital bridge: carbon lobe, metal lobe, metal lobe ----------
def bridge_matrix(delta, t):
    return np.array([[-delta, -t, -t], [-t, 0, 0], [-t, 0, 0]], float)


def bridge_formula(delta, t):
    r = np.sqrt(delta ** 2 / 4 + 2 * t ** 2)
    return -delta / 2 - r, 1 + delta / (2 * r), t ** 2 / r ** 2


for delta_test, t_test in [(0, 1), (2, 3), (6, 4), (9, 1), (-3, 2)]:
    e, c = eigh(bridge_matrix(delta_test, t_test))
    p = 2 * np.outer(c[:, 0], c[:, 0])
    assert np.allclose((e[0], p[0, 0], p[0, 1] ** 2),
                       bridge_formula(delta_test, t_test))
    assert p[0, 1] ** 2 <= 0.5 + 1e-12
    assert abs(e[1]) < 1e-10 and abs(c[0, 1]) < 1e-10

# Project the two parameters from the molecular Hamiltonian.
toward_metals = np.array([0, 0, -1.0])
toward_carbon = (positions[bridge] - positions[0]) / distance[0, bridge]
lobe_c = np.concatenate(([0.5], np.sqrt(0.75) * toward_metals))
lobe_m = np.concatenate(([0.5], np.sqrt(0.75) * toward_carbon))
energy_c = lobe_c @ h_full[blocks[bridge], blocks[bridge]] @ lobe_c
energy_m = lobe_m @ h_full[blocks[0], blocks[0]] @ lobe_m
delta = energy_m - energy_c
t = -lobe_c @ h_full[blocks[bridge], blocks[0]] @ lobe_m
assert delta > 0 and t > 0
e_bridge, pop_bridge, index_model = bridge_formula(delta, t)
assert abs(index_model - index_bridge) < 0.15
e_three, c_three = eigh(bridge_matrix(delta, t))
pop_four_electrons = 2 * np.sum(c_three[0, :2] ** 2)
assert abs(pop_four_electrons - pop_bridge) < 1e-10
e_single = np.linalg.eigvalsh([[-delta, -t], [-t, 0]])[0]
sharing_gain = 2 * (e_single - e_bridge)
assert sharing_gain > 0

# ---------- sizes of neglected effects ----------
levels_mm, orbitals_mm = eigh(hamiltonian(metal_metal=True))
occ_mm = orbitals_mm[:, :pairs]
density_mm = 2 * occ_mm @ occ_mm.T
assert reaching_orbitals(occ_mm, blocks[bridge]) == 4

overlap = 0.3
s_matrix = np.eye(3)
s_matrix[0, 1:] = s_matrix[1:, 0] = overlap
h_centred = bridge_matrix(delta, t) + delta / 2 * np.eye(3)
c_overlap = eigh(h_centred, s_matrix)[1][:, 0]
pop_overlap = 2 * c_overlap[0] * (s_matrix @ c_overlap)[0]

u_carbon, u_metal = 6.0, 4.0
# Site energies refer to one electron on carbon and one half on each metal.
h_one = bridge_matrix(delta, t) - np.diag(
    [u_carbon / 2, u_metal / 4, u_metal / 4])
h_two = np.kron(h_one, np.eye(3)) + np.kron(np.eye(3), h_one)
for k, u in enumerate((u_carbon, u_metal, u_metal)):
    h_two[4 * k, 4 * k] += u
psi = eigh(h_two)[1][:, 0].reshape(3, 3)
assert np.allclose(psi, psi.T)
pop_repulsion = 2 * np.sum(psi[0] ** 2)
leading_occupation = 2 * np.linalg.svd(psi, compute_uv=False)[0] ** 2
assert leading_occupation > 1.8

outer_energy, outer_coupling = 10.0, 2.0
h_outer = np.zeros((4, 4))
h_outer[:3, :3] = bridge_matrix(delta, t)
h_outer[3, 3] = outer_energy
h_outer[3, 1:3] = h_outer[1:3, 3] = -outer_coupling
pop_outer = 2 * eigh(h_outer)[1][3, 0] ** 2
assert pop_outer < 0.1

# ---------- output ----------
angle = np.degrees(2 * np.arctan(positions[0, 0] / positions[bridge, 2]))
print(f"Bridging Al-C distance: {distance[0, bridge]:.4f} nm")
print(f"Terminal Al-C distance: {distance[0, terminal]:.4f} nm")
print(f"C-H distance: {distance[bridge, neighbours[-1]]:.4f} nm")
print(f"Al-Al distance: {distance[0, 1]:.4f} nm")
print(f"Al-C-Al angle: {angle:.1f} degrees")
print("Site energies C (s, p), Al (s, p), H (s):",
      site["C"], site["Al"], site["H"], "eV")
print(f"C-H couplings ss, sp: {ch_ss}, {ch_sp} eV")
print("Al-C couplings ss, sp, pp sigma, pp pi:", metal_couplings,
      f"eV at {reference_length:.2f} nm, scaled as 1/d^2")
print(f"Close neighbours of bridging carbon: {len(neighbours)}")
print(f"Valence electrons: {electrons}; pairs: {pairs}")
print(f"Contacts: {len(contacts)}; of these bridging Al-C: {bridge_contacts}")
print(f"Electrons needed for one pair per contact: {2 * len(contacts)}")
print(f"Gap between filled and empty levels: {gap:.2f} eV")
print(f"Occupied orbitals reaching bridging carbon: {reach}")
print(f"Same with one more pair in the molecule: {reach_extra}")
print(f"Count by contact: {count_by_contact} electrons")
print(f"Count by distinct pair: {count_by_pair} electrons")
print(f"Population of bridging carbon: {population(density, bridge):.3f} "
      "electrons")
print(f"Same with one more pair: {population(density_extra, bridge):.3f} "
      "electrons")
print(f"Bond index, bridging Al-C: {index_bridge:.3f}")
print(f"Bond index, terminal Al-C: {index_terminal:.3f}")
print(f"Ratio bridging/terminal: {index_bridge / index_terminal:.3f}")
print("Bond indices, C-H of bridging methyl:",
      ", ".join(f"{v:.3f}" for v in index_ch))
print(f"Sum of bond indices of bridging carbon: {index_total:.3f}")
print("Localised pairs by kind:", kind_counts)
print("Shared pair, fractions on C, Al, Al:",
      ", ".join(f"{shares[k, shared]:.3f}" for k in (bridge, 0, 1)))
print(f"Tails of other pairs on bridging carbon: {tail:.3f} electrons")
print(f"Three-orbital model: delta = {delta:.3f} eV, t = {t:.3f} eV")
print(f"R = {np.sqrt(delta ** 2 / 4 + 2 * t ** 2):.3f} eV")
print("Levels from metal level:",
      ", ".join(f"{v + 0.0:.3f}" for v in np.round(e_three, 9)), "eV")
print(f"Carbon population of shared pair: {pop_bridge:.3f} electrons")
print(f"Population of each metal lobe: {(2 - pop_bridge) / 2:.3f} electrons")
print(f"Bond index of each contact: {index_model:.3f}")
print(f"Carbon population with second pair: {pop_four_electrons:.3f} electrons")
print(f"Lowest level with one contact: {e_single:.3f} eV")
print(f"Energy gain of pair from second contact: {sharing_gain:.3f} eV")
print("With Al-Al coupling, bridging Al-C index: "
      f"{index(density_mm, 0, bridge):.3f}")
print("With Al-Al coupling, bridging carbon population: "
      f"{population(density_mm, bridge):.3f} electrons")
print(f"With lobe overlap {overlap}, carbon share of pair: "
      f"{pop_overlap:.3f} electrons")
print(f"Repulsion on C, Al lobes: {u_carbon}, {u_metal} eV")
print(f"With repulsion, carbon share of pair: {pop_repulsion:.3f} electrons")
print("With repulsion, occupation of leading orbital: "
      f"{leading_occupation:.3f} electrons")
print(f"Outer carbon orbital: {outer_energy} eV above metal level, "
      f"coupling {outer_coupling} eV")
print(f"Population of outer carbon orbital: {pop_outer:.4f} electrons")
print("OK")
```

Output:

```
Bridging Al-C distance: 0.2140 nm
Terminal Al-C distance: 0.1960 nm
C-H distance: 0.1100 nm
Al-Al distance: 0.2600 nm
Al-C-Al angle: 74.8 degrees
Site energies C (s, p), Al (s, p), H (s): (-19.0, -11.0) (-10.0, -6.0) (-13.0,) eV
C-H couplings ss, sp: -6.0, 7.0 eV
Al-C couplings ss, sp, pp sigma, pp pi: (-2.5, 3.0, 4.0, -1.0) eV at 0.20 nm, scaled as 1/d^2
Close neighbours of bridging carbon: 5
Valence electrons: 48; pairs: 24
Contacts: 26; of these bridging Al-C: 4
Electrons needed for one pair per contact: 52
Gap between filled and empty levels: 6.22 eV
Occupied orbitals reaching bridging carbon: 4
Same with one more pair in the molecule: 4
Count by contact: 10 electrons
Count by distinct pair: 8 electrons
Population of bridging carbon: 4.331 electrons
Same with one more pair: 4.383 electrons
Bond index, bridging Al-C: 0.427
Bond index, terminal Al-C: 0.826
Ratio bridging/terminal: 0.517
Bond indices, C-H of bridging methyl: 0.974, 0.948, 0.948
Sum of bond indices of bridging carbon: 3.753
Localised pairs by kind: {'Al-Al-C': 2, 'Al-C': 4, 'C-H': 18}
Shared pair, fractions on C, Al, Al: 0.718, 0.139, 0.139
Tails of other pairs on bridging carbon: 0.007 electrons
Three-orbital model: delta = 6.000 eV, t = 4.663 eV
R = 7.245 eV
Levels from metal level: -10.245, 0.000, 4.245 eV
Carbon population of shared pair: 1.414 electrons
Population of each metal lobe: 0.293 electrons
Bond index of each contact: 0.414
Carbon population with second pair: 1.414 electrons
Lowest level with one contact: -8.545 eV
Energy gain of pair from second contact: 3.400 eV
With Al-Al coupling, bridging Al-C index: 0.451
With Al-Al coupling, bridging carbon population: 4.203 electrons
With lobe overlap 0.3, carbon share of pair: 1.421 electrons
Repulsion on C, Al lobes: 6.0, 4.0 eV
With repulsion, carbon share of pair: 1.319 electrons
With repulsion, occupation of leading orbital: 1.991 electrons
Outer carbon orbital: 10.0 eV above metal level, coupling 2.0 eV
Population of outer carbon orbital: 0.0117 electrons
OK
```
